**Magnon relaxation of a nucleus in a gapped magnet**

The program tests the two-magnon coupling a_perp = |w × a|/|w|, where w is the static nuclear vector and a = A·z is the hyperfine tensor A acting on the order axis z. It also tests the resulting 1/T1 laws for a cubic ferromagnet and a two-sublattice antiferromagnet, with gap Δ and K = JS (exchange times spin). Exact evolution of a six-spin ring asserts that the nucleus flips readily when its quantum matches the gap with the right sign, and hardly at all when the quantum is far below the gap or has the wrong sign. Ring matrix elements assert the coupling formula, including its vanishing for isotropic aligned coupling and for an anisotropic on-site tensor without an applied field. Further assertions compare the rate prefactor with Schrödinger evolution, the thermal laws with lattice state counts, and their limits with quadrature. For the chosen parameters at 2 K, the output gives T1 of about 600 s in the ferromagnet at 4 T and 3.6 × 10⁴ s in the antiferromagnet at 1 T. The full-lattice rates at 2 K differ from the low-energy formulas by +5% and −8%, respectively.

## Numerical verification

```python
"""Nuclear relaxation by magnons in a gapped axial magnet.

Result under test: one-magnon relaxation is blocked by a gap larger than the
nuclear quantum. Two-magnon scattering has the coupling
    a_perp = |w x a| / |w|,   a = A.z,   w = static nuclear vector (energy),
and gives, with K = J S on a simple cubic lattice,
  ferromagnet:
    1/T1 = a_perp^2 (kT)^2 [-ln(1-exp(-gap/kT))] / (16 pi^3 hbar K^3)
  antiferromagnet, Zeeman energy h below the gap, x = exp(-(gap +- h)/kT):
    1/T1 = a_perp^2/(192 pi^3 hbar K^4)
           * sum over +- of 2 kT [gap kT Li1(x) + (kT)^2 Li2(x)].
A is the hyperfine tensor in I.A.S, z the ordered-spin direction, I = 1/2.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import spence

hbar, planck, boltz = const.hbar, const.h, const.k
bohr_magneton = const.physical_constants["Bohr magneton"][0]
pi = np.pi

# ---------------------------------------------------------------- parameters
spin = 0.5
K_kelvin = 20.0            # J S / k_B
g_factor = 2.0
gamma_MHz = 10.0           # nuclear gamma / 2 pi, MHz per tesla
field_F, field_AF = 4.0, 1.0
gap_AF_kelvin = 6.0
tensor = np.array([[80.0, 0, 20.0], [0, 80.0, 0], [20.0, 0, 100.0]])  # MHz
isotropic = 100.0 * np.eye(3)
K = K_kelvin * boltz
gap_F = g_factor * bohr_magneton * field_F
MHz_per_kelvin = boltz / planck * 1e-6


def static_vector(A, bare_field):
    return np.asarray(bare_field, float) + spin * A[:, 2]


def perpendicular_coupling(A, bare_field):
    w = static_vector(A, bare_field)
    return np.linalg.norm(np.cross(w, A[:, 2])) / np.linalg.norm(w)


# ------------------------------------------- exact spin-1/2 ring and nucleus
N = 6
half = [0.5 * np.array(m, complex) for m in
        ([[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]])]


def on_site(op, j):
    return np.kron(np.kron(np.eye(2**j), op), np.eye(2**(N - 1 - j)))


S = [[on_site(op, j) for j in range(N)] for op in half]
exchange = -sum(S[c][j] @ S[c][(j + 1) % N]
                for c in range(3) for j in range(N))
Sz_total = sum(S[2])
ferro = np.zeros(2**N, complex)
ferro[0] = 1.0


def magnon(k):
    return sum(np.exp(1j * k * j) * (S[0][j] - 1j * S[1][j]) @ ferro
               for j in range(N)) / np.sqrt(N)


def hyperfine(A):
    return sum(A[r, c] * np.kron(S[c][0], half[r])
               for r in range(3) for c in range(3))


# One-magnon process: long-time mean probability that the nucleus turns up,
# starting from the ferromagnetic state with the nucleus down (J = 1).
rng = np.random.default_rng(1)
times = rng.uniform(0, 2e5, 4000)


def mean_flip(gap, nuclear_w, A_iso=-0.01):
    H = np.kron(exchange - gap * Sz_total, np.eye(2))
    H = H + hyperfine(A_iso * np.eye(3))
    H = H + (nuclear_w - A_iso * spin) * np.kron(np.eye(2**N), half[2])
    energy, vec = np.linalg.eigh(H)
    start = np.kron(ferro, [0, 1])
    coeff = vec.conj().T @ start
    psi = vec @ (coeff[:, None] * np.exp(-1j * np.outer(energy, times)))
    return np.mean(np.sum(abs(psi[0::2])**2, axis=0))


flip_resonant = mean_flip(0.5, -0.5)
flip_gapped = mean_flip(0.5, -0.01)
flip_wrong_sign = mean_flip(0.5, 0.5)
ring_k = 2 * pi * np.arange(N) / N
admixture = 2 * np.sum((0.01 / 2)**2 / N
                       / (0.5 + 1 - np.cos(ring_k) - 0.01)**2)
assert flip_resonant > 0.4
assert abs(flip_gapped / admixture - 1) < 0.1   # finite time sampling
assert flip_wrong_sign < 1e-3

# Two-magnon matrix elements, from the full spin operators.
k_in = 2 * pi / N
ket_in, ket_out = magnon(k_in), magnon(-k_in)


def raman_states(A, bare_field):
    w = static_vector(A, bare_field)
    _, levels = np.linalg.eigh(sum(w[c] * half[c] for c in range(3)))
    return np.kron(ket_in, levels[:, 0]), np.kron(ket_out, levels[:, 1])


def raman_amplitude(A, bare_field):
    initial, final = raman_states(A, bare_field)
    return final.conj() @ hyperfine(A) @ initial


bare_F = [0, 0, gamma_MHz * field_F]
cases = [(tensor, bare_F), (tensor, [0, 0, 0]), (isotropic, bare_F),
         (isotropic, [gamma_MHz * field_F, 0, 0])]
couplings = []
for A, bare in cases:
    measured = 2 * N * abs(raman_amplitude(A, bare))
    assert abs(measured - perpendicular_coupling(A, bare)) < 1e-9
    couplings.append(measured)
assert couplings[1] < 1e-9 and couplings[2] < 1e-9
assert couplings[0] > 1 and couplings[3] > 1
omega_F = np.linalg.norm(static_vector(tensor, bare_F))
assert abs(couplings[0] - bare_F[2] * tensor[0, 2] / omega_F) < 1e-9

# Second-order hyperfine amplitude for the same transition. The ring exchange
# is chosen so that the magnon lies about 2 K above the gap.
J_ring = 4.0 * MHz_per_kelvin
gap_MHz = gap_F / planck * 1e-6
H_ring = J_ring * exchange - gap_MHz * Sz_total
E_in = (ket_in.conj() @ H_ring @ ket_in).real
E_ferro = H_ring[0, 0].real
E_expected = gap_MHz + J_ring * (1 - np.cos(k_in))
assert abs((E_in - E_ferro) / E_expected - 1) < 1e-9
assert np.linalg.norm(H_ring @ ket_in - E_in * ket_in) < 1e-6 * abs(E_in)
magnon_number = np.rint(N / 2 - np.diag(Sz_total).real).astype(int)
resolvent = np.zeros((2**N, 2**N), complex)
for number in (0, 2):
    idx = np.where(magnon_number == number)[0]
    block = np.ix_(idx, idx)
    energy, vec = np.linalg.eigh(H_ring[block])
    resolvent[block] = (vec / (E_in - energy)) @ vec.conj().T
initial, final = raman_states(tensor, bare_F)
V = hyperfine(tensor)
second = final.conj() @ V @ np.kron(resolvent, np.eye(2)) @ V @ initial
second_ratio = abs(second) / abs(raman_amplitude(tensor, bare_F))
assert second_ratio < 0.05

# --------------------- rate prefactor from Schroedinger evolution in a band
# One magnon, all M levels of a unit-width band equally likely, hbar = 1.
M, a_test, w_test = 300, 0.05, 0.02
band = (np.arange(M) + 0.5) / M
H = (np.kron(np.diag(band), np.eye(2))
     + a_test * np.kron(np.ones((M, M)) / M, half[0].real)
     + w_test * np.kron(np.eye(M), half[2].real))
energy, vec = np.linalg.eigh(H)


def band_flip(t):
    U = (vec[0::2] * np.exp(-1j * energy * t)) @ vec[1::2].T
    return np.sum(abs(U)**2) / M


rate_evolved = 2 * (band_flip(300.0) - band_flip(150.0)) / 150.0
rate_golden = pi * a_test**2 * (1 - w_test) / M
prefactor_ratio = rate_evolved / rate_golden
assert abs(prefactor_ratio - 1) < 0.02   # finite observation time


# ------------------------------------------------------- thermal rate laws
def nn1(x):
    return 1 / (4 * np.sinh(x / 2)**2)


def ferro_rate(T, a_perp):
    kT = boltz * T
    log_factor = -np.log(-np.expm1(-gap_F / kT))
    return a_perp**2 * kT**2 * log_factor / (16 * pi**3 * hbar * K**3)


def antiferro_bracket(t, gap, h):
    total = 0.0
    for shift in (h, -h):
        x = np.exp(-(gap + shift) / t)
        total += 2 * t * (-gap * t * np.log1p(-x) + t**2 * spence(1 - x))
    return total


def antiferro_rate(T, a_perp):
    h = g_factor * bohr_magneton * field_AF / K
    bracket = antiferro_bracket(T / K_kelvin, gap_AF_kelvin / K_kelvin, h)
    return a_perp**2 * bracket / (192 * pi**3 * hbar * K)


def count_states(kind, t, gap, bins):
    """Lattice density of states per site (or per sublattice site), K = 1."""
    n = 180
    if kind == "F":
        low, high = 0.0, 22 * t
        kmax = np.arccos(1 - high / 2)
    else:
        low, high = gap, gap + 22 * t
        kmax = np.arccos(3 * np.sqrt(1 - (high**2 - gap**2) / 36) - 2)
    c = np.cos((np.arange(n) + 0.5) * kmax / n)
    csum = c[:, None, None] + c[None, :, None] + c[None, None, :]
    if kind == "F":
        E, cell = 2 * (3 - csum), 1
    else:
        E, cell = np.sqrt(gap**2 + 36 - 4 * csum**2), 2
    hist, edges = np.histogram(E.ravel(), bins=bins, range=(low, high))
    step = edges[1] - edges[0]
    density = cell * hist * (kmax / n)**3 / pi**3 / step
    return (edges[1:] + edges[:-1]) / 2, density, step


def lattice_ferro(t, gap):
    e, D, step = count_states("F", t, gap, 200)
    return np.sum(D**2 * nn1((e + gap) / t)) * step


def lattice_antiferro(t, gap, h):
    E, D, step = count_states("AF", t, gap, 100)
    C = np.sqrt(36 + gap**2)
    u2, v2 = (C / E + 1) / 2, (C / E - 1) / 2
    return np.sum(D**2 * (u2**2 * nn1((E + h) / t)
                          + v2**2 * nn1((E - h) / t))) * step


# Bogoliubov weight from the eigenvector of the equation of motion.
C_test, B_test = 6.1, 5.5
val, vecs = np.linalg.eig(np.array([[C_test, B_test], [-B_test, -C_test]]))
mode = vecs[:, np.argmax(val)]
u2_mode = mode[0]**2 / (mode[0]**2 - mode[1]**2)
assert abs(u2_mode - (C_test / max(val) + 1) / 2) < 1e-10

# Low-temperature lattice sums; remaining error: band curvature and binning.
for gap_over_t in (0.5, 2.7):
    t = 0.02
    law = t**2 * -np.log(-np.expm1(-gap_over_t)) / (16 * pi**4)
    assert abs(lattice_ferro(t, gap_over_t * t) / law - 1) < 0.03
for gap in (0.05, 0.3):
    law = antiferro_bracket(0.1, gap, 0.0) / (192 * pi**4)
    assert abs(lattice_antiferro(0.1, gap, 0.0) / law - 1) < 0.04

# Worked example
a_F = couplings[0] * 1e6 * planck
bare_AF = [0, 0, gamma_MHz * field_AF]
a_AF_MHz = 2 * N * abs(raman_amplitude(tensor, bare_AF))
a_AF = a_AF_MHz * 1e6 * planck
lattice_rate_F = pi * a_F**2 / (hbar * K) * lattice_ferro(0.1, gap_F / K)
h_AF = g_factor * bohr_magneton * field_AF
lattice_rate_AF = (pi * a_AF**2 / (hbar * K)
                   * lattice_antiferro(0.1, gap_AF_kelvin / K_kelvin,
                                       h_AF / K))
ratio_F = lattice_rate_F / ferro_rate(2.0, a_F)
ratio_AF = lattice_rate_AF / antiferro_rate(2.0, a_AF)
assert abs(ratio_F - 1) < 0.10    # curvature of the band at kT = 0.1 K
assert abs(ratio_AF - 1) < 0.15   # u and v differ at relative order E/(6K)

# Effect of the nuclear quantum on the ferromagnetic integral at 2 K.
x_gap = gap_F / (boltz * 2.0)
x_nuc = omega_F * 1e6 * planck / (boltz * 2.0)


def shifted(e):
    n1, n2 = 1 / np.expm1(e + x_gap), 1 / np.expm1(e + x_gap + x_nuc)
    return np.sqrt(e * (e + x_nuc)) * (n1 * (n2 + 1) + n2 * (n1 + 1)) / 2


with_quantum = quad(shifted, 0, 1)[0] + quad(shifted, 1, 50)[0]
quantum_ratio = with_quantum / -np.log(-np.expm1(-x_gap))
assert abs(quantum_ratio - 1) < 0.01


# Limits of the two thermal integrals, by quadrature, x = gap/kT.
def integral_F(x):
    f = lambda e: e * nn1(e + x)
    return quad(f, 0, 1, limit=200)[0] + quad(f, 1, 60)[0]


def integral_AF(x):
    f = lambda e: e * (e + 2 * x) * nn1(e + x)
    return quad(f, 0, 1, limit=200)[0] + quad(f, 1, 60)[0]


hot_F = integral_F(0.01) / np.log(100.0)
cold_F = integral_F(10.0) / np.exp(-10.0)
hot_AF = integral_AF(0.01) / (pi**2 / 3)
cold_AF = integral_AF(20.0) / (2 * 20.0 * np.exp(-20.0))
assert abs(hot_F - 1) < 0.01 and abs(cold_F - 1) < 0.01
assert abs(hot_AF - 1) < 0.02 and abs(cold_AF - (1 + 1 / 20)) < 0.01

r05, r1, r2 = [ferro_rate(T, a_F) for T in (0.5, 1.0, 2.0)]
slope_raw = np.log(r1 / r05) / (1 / 0.5 - 1 / 1.0)
slope_T2 = np.log(r1 / r05 / 4) / (1 / 0.5 - 1 / 1.0)
assert abs(slope_T2 / (gap_F / boltz) - 1) < 0.01

print("INPUTS")
print(f"electron spin S = {spin}, g = {g_factor}")
print(f"K/k_B = {K_kelvin:.1f} K")
print(f"nuclear gamma/2pi = {gamma_MHz:.1f} MHz/T")
print(f"A_xx/h = A_yy/h = {tensor[0, 0]:.1f} MHz")
print(f"A_zz/h = {tensor[2, 2]:.1f} MHz, A_xz/h = {tensor[0, 2]:.1f} MHz")
print("ONE-MAGNON TEST (ring of 6, J = 1, A = -0.01, gap 0.5)")
print(f"mean flip, nuclear quantum = gap: {flip_resonant:.3f}")
print(f"mean flip, nuclear quantum 0.01: {flip_gapped:.3e}")
print(f"  perturbative admixture: {admixture:.3e}")
print(f"mean flip, quantum 0.5, opposite sign: {flip_wrong_sign:.3e}")
print("TWO-MAGNON COUPLING a_perp/h")
print(f"anisotropic, 4 T along axis: {couplings[0]:.3f} MHz")
print(f"anisotropic, no applied field: {abs(couplings[1]):.3f} MHz")
print(f"isotropic 100 MHz, 4 T along axis: {abs(couplings[2]):.3f} MHz")
print(f"isotropic, 40 MHz transverse nuclear term: {couplings[3]:.3f} MHz")
print(f"second-order/first-order amplitude: {second_ratio:.2e}")
print(f"evolved/golden-rule rate: {prefactor_ratio:.4f}")
print("FERROMAGNET")
print(f"applied field = {field_F:.1f} T")
print(f"gap/k_B = {gap_F / boltz:.3f} K")
print(f"gap/h = {gap_MHz / 1e3:.2f} GHz")
print(f"nuclear frequency = {omega_F:.2f} MHz")
print(f"gap/nuclear quantum = {gap_MHz / omega_F:.0f}")
print(f"1/T1 at 0.5 K = {r05:.3e} s^-1")
print(f"1/T1 at 1 K = {r1:.3e} s^-1")
print(f"1/T1 at 2 K = {r2:.3e} s^-1")
print(f"T1 at 2 K = {1 / r2:.0f} s")
print(f"lattice sum/formula at 2 K = {ratio_F:.3f}")
print(f"rate with/without nuclear quantum, 2 K = {quantum_ratio:.4f}")
print(f"slope of ln(1/T1), 0.5-1 K: {slope_raw:.3f} K")
print(f"slope of ln(1/(T1 T^2)), 0.5-1 K: {slope_T2:.3f} K")
print("ANTIFERROMAGNET")
print(f"applied field = {field_AF:.1f} T")
print(f"zero-field gap/k_B = {gap_AF_kelvin:.1f} K")
print(f"Zeeman shift h/k_B = {h_AF / boltz:.3f} K")
print(f"a_perp/h = {a_AF_MHz:.3f} MHz")
print(f"1/T1 at 1 K = {antiferro_rate(1.0, a_AF):.3e} s^-1")
print(f"1/T1 at 2 K = {antiferro_rate(2.0, a_AF):.3e} s^-1")
print(f"T1 at 2 K = {1 / antiferro_rate(2.0, a_AF):.3e} s")
print(f"lattice sum/formula at 2 K = {ratio_AF:.3f}")
print("INTEGRAL/LIMITING LAW")
print(f"ferro, gap/kT = 0.01, T^2 log law: {hot_F:.4f}")
print(f"ferro, gap/kT = 10, activated law: {cold_F:.4f}")
print(f"antiferro, gap/kT = 0.01, T^3 law: {hot_AF:.4f}")
print(f"antiferro, gap/kT = 20, activated law: {cold_AF:.4f}")
print("verified")
```

It prints:

```
INPUTS
electron spin S = 0.5, g = 2.0
K/k_B = 20.0 K
nuclear gamma/2pi = 10.0 MHz/T
A_xx/h = A_yy/h = 80.0 MHz
A_zz/h = 100.0 MHz, A_xz/h = 20.0 MHz
ONE-MAGNON TEST (ring of 6, J = 1, A = -0.01, gap 0.5)
mean flip, nuclear quantum = gap: 0.475
mean flip, nuclear quantum 0.01: 5.671e-05
  perturbative admixture: 5.727e-05
mean flip, quantum 0.5, opposite sign: 1.927e-05
TWO-MAGNON COUPLING a_perp/h
anisotropic, 4 T along axis: 8.835 MHz
anisotropic, no applied field: 0.000 MHz
isotropic 100 MHz, 4 T along axis: 0.000 MHz
isotropic, 40 MHz transverse nuclear term: 62.470 MHz
second-order/first-order amplitude: 2.31e-04
evolved/golden-rule rate: 0.9910
FERROMAGNET
applied field = 4.0 T
gap/k_B = 5.374 K
gap/h = 111.97 GHz
nuclear frequency = 90.55 MHz
gap/nuclear quantum = 1237
1/T1 at 0.5 K = 3.188e-08 s^-1
1/T1 at 1 K = 2.756e-05 s^-1
1/T1 at 2 K = 1.673e-03 s^-1
T1 at 2 K = 598 s
lattice sum/formula at 2 K = 1.052
rate with/without nuclear quantum, 2 K = 1.0000
slope of ln(1/T1), 0.5-1 K: 6.762 K
slope of ln(1/(T1 T^2)), 0.5-1 K: 5.376 K
ANTIFERROMAGNET
applied field = 1.0 T
zero-field gap/k_B = 6.0 K
Zeeman shift h/k_B = 1.343 K
a_perp/h = 3.288 MHz
1/T1 at 1 K = 4.882e-07 s^-1
1/T1 at 2 K = 2.795e-05 s^-1
T1 at 2 K = 3.577e+04 s
lattice sum/formula at 2 K = 0.917
INTEGRAL/LIMITING LAW
ferro, gap/kT = 0.01, T^2 log law: 1.0011
ferro, gap/kT = 10, activated law: 1.0000
antiferro, gap/kT = 0.01, T^3 law: 0.9939
antiferro, gap/kT = 20, activated law: 1.0500
verified
```
